# When van der Waals attraction between equal spheres balances particle weight

An oxide powder is to be coated by atomic layer deposition in a fluidized bed. The gas must reach the surface of every particle, but it enters a cluster of sticking particles more slowly, and the contact spots may stay bare. A first measure of stickiness compares the attraction between two particles with the weight of one.

Consider two equal, smooth, rigid, uncharged spheres of radius $R$ and density $\rho$. The upper sphere is held fixed and the lower one touches it from below. "Touching" means that short-range repulsion stops the surfaces at a small gap $D\ll R$. Two atoms a distance $r$ apart, one in each body, have the energy $-C/r^6$, and these energies are added over all pairs. With $n$ atoms per unit volume, the Hamaker constant is $A=\pi^2Cn^2$. Forces are counted positive when attractive. Gas buoyancy is neglected. The algebra holds in any consistent units, atomic units included.

Take $A=1.0\times10^{-19}$ J (0.624 eV), $D=0.40$ nm, $\rho=3000$ kg/m³ and $g=9.807$ m/s².

## (a) Two flat bodies

**Question.** Find the energy per unit area $W(h)$ of two half-spaces separated by a gap $h$, and the attractive pressure $p(h)$ between them.

**Answer.** Start with one atom at height $z$ above a half-space. Divide the half-space into rings of radius $x$ at vertical distance $\zeta$ from the atom. A ring has volume $2\pi x\,dx\,d\zeta$, and all its atoms lie at distance $\sqrt{x^2+\zeta^2}$. Hence

$$u(z)=-Cn\int_z^\infty d\zeta\int_0^\infty\frac{2\pi x\,dx}{(x^2+\zeta^2)^3}.$$

Put $v=x^2+\zeta^2$, so that $dv=2x\,dx$ at fixed $\zeta$. The inner integral is

$$\pi\int_{\zeta^2}^\infty\frac{dv}{v^3}=\frac{\pi}{2\zeta^4},$$

and the outer one gives

$$u(z)=-\frac{\pi Cn}{2}\int_z^\infty\frac{d\zeta}{\zeta^4}=-\frac{\pi Cn}{6z^3}.$$

The second half-space has $n\,dz$ atoms per unit area between heights $z$ and $z+dz$, starting at $z=h$. Therefore

$$W(h)=n\int_h^\infty u(z)\,dz=-\frac{\pi Cn^2}{6}\cdot\frac{1}{2h^2}=-\frac{A}{12\pi h^2},$$

where the last step uses $Cn^2=A/\pi^2$.

The force per area that tends to increase $h$ is $-dW/dh$. Attraction tends to decrease $h$, so with our sign convention

$$p(h)=+\frac{dW}{dh}=\frac{A}{6\pi h^3}.$$

## (b) From flat bodies to spheres

**Question.** Find the attraction between spheres of radii $R_1$ and $R_2$ when the gap is much smaller than both. Specialize to equal spheres, and say which part of the surface supplies the force.

**Answer.** Let $x$ be the distance from the line joining the centres. At this distance the surface of sphere 1 has receded from its nearest point by

$$R_1-\sqrt{R_1^2-x^2}\simeq\frac{x^2}{2R_1}\qquad(x\ll R_1),$$

and sphere 2 behaves likewise. The local gap is

$$h(x)=D+\frac{x^2}{2R_e},\qquad \frac1{R_e}=\frac1{R_1}+\frac1{R_2}.$$

Where $x\ll R_1,R_2$ the surfaces are nearly parallel, so each ring of area $2\pi x\,dx$ feels the flat-body pressure $p(h)$. Differentiating the gap gives $dh=x\,dx/R_e$, or $2\pi x\,dx=2\pi R_e\,dh$. Thus

$$F=2\pi R_e\int_D^\infty p(h)\,dh=2\pi R_e\,[W(\infty)-W(D)]=\frac{AR_e}{6D^2}.$$

For equal spheres $R_e=R/2$, and

$$F=\frac{AR}{12D^2}.$$

The infinite upper limit needs a reason, because real spheres end. The share of the integral from gaps wider than $H$ is

$$\frac{\int_H^\infty h^{-3}dh}{\int_D^\infty h^{-3}dh}=\left(\frac DH\right)^2 .$$

One can choose $H$ with $D\ll H\ll R$. Almost all the force then comes from gaps below $H$, where the parabolic shape is accurate. Three quarters of it comes from gaps between $D$ and $2D$, which for equal spheres means $x<\sqrt{RD}$. The force grows as $R$, not as the volume, because this active area grows as $R$.

The approximation can be compared with a numerical sum of $-C/r^6$ over the full volumes of two equal spheres. The ratio of the full force to $AR/(12D^2)$ is 0.822 at $D/R=0.1$, 0.980 at 0.01 and 0.998 at 0.001. The relative error thus approaches $2D/R$ in these numbers.

## (c) The crossover radius

**Question.** Find the radius $R_c$ at which attraction equals weight, and evaluate it. Do larger or smaller spheres hang?

**Answer.** The weight is $M=\tfrac43\pi R^3\rho g$. Equality requires

$$\frac{AR}{12D^2}=\frac43\pi R^3\rho g .$$

Since $R\neq0$, divide by $R$, then by $\tfrac43\pi\rho g$:

$$R_c^2=\frac{A}{12D^2}\cdot\frac{3}{4\pi\rho g}=\frac{A}{16\pi\rho gD^2},\qquad R_c=\frac1D\sqrt{\frac{A}{16\pi\rho g}} .$$

In SI units, $A/D^2=10^{-19}/(1.6\times10^{-19})=0.625$ and $16\pi\rho g=50.27\times3000\times9.807=1.479\times10^6$. Therefore

$$R_c^2=\frac{0.625}{1.479\times10^6}=4.226\times10^{-7}\ \text{m}^2,$$

$$R_c=650\ \mu\text{m}=0.65\ \text{mm}.$$

This is a radius; the diameter is 1.3 mm. Attraction and weight are both 33.9 µN there. Equating the weight to the full pair sum gives the same radius to the printed 0.01 µm, as expected from an error of order $2D/R_c\approx10^{-6}$. That agreement concerns the geometry of the model, not its truth for a real particle.

Dividing force by weight at fixed $A$, $D$ and $\rho$ gives

$$\frac FM=\frac{A}{16\pi\rho gD^2R^2}=\left(\frac{R_c}{R}\right)^2 .$$

A sphere with $R<R_c$ hangs: attraction exceeds weight, and contact repulsion balances the excess. A sphere with $R>R_c$ falls.

## (d) Scaling and a second geometry

**Question.** Find (i) the force ratio for $R=10$ µm, (ii) the crossover radius for a doubled gap, (iii) the crossover radius for a sphere hanging from a flat ceiling of the same material, and (iv) the effect of shaking with a peak acceleration that makes the effective gravity $100g$.

**Answer.** (i) The ratio is $(650.1/10)^2\approx4200$. Reducing the radius by a factor of 65 reduces the attraction by 65 but the weight by $65^3$.

(ii) At fixed $A$ and $\rho$, $R_c\propto1/D$, so the radius halves to 325 µm. For small changes,

$$\frac{\delta R_c}{R_c}=\frac12\frac{\delta A}{A}-\frac{\delta D}{D}-\frac12\frac{\delta\rho}{\rho}.$$

A given relative uncertainty in the gap therefore counts twice as much as the same uncertainty in $A$ or $\rho$. Gaps of 0.3 and 0.5 nm would give 867 and 520 µm. A third digit in $R_c$ has no meaning for a real contact whose gap is known no better than this.

(iii) A flat ceiling is the limit $R_2\to\infty$, for which $R_e=R$ instead of $R/2$. The force doubles, $R_c^2$ doubles, and the radius becomes $\sqrt2\times650\approx919$ µm.

(iv) The effective weight replaces $g$ by $100g$. Since $R_c\propto g^{-1/2}$, the crossover falls to 65 µm. Even this strong shaking would not detach the ideal smooth 10 µm sphere, whose attraction would still be about 42 times its effective weight.

## (e) Can heat separate the spheres?

**Question.** Find the energy needed to separate two spheres of radius $R_c$ without gravity, and compare it with $k_BT$ at 450 K. Then find the barrier against falling when gravity acts on a sphere with $R<R_c$.

**Answer.** Let $s$ be the gap during separation. The work against attraction is

$$B=\int_D^\infty\frac{AR}{12s^2}\,ds=\frac{AR}{12D}=FD .$$

The close-gap force may be used because gaps beyond $H$ contribute a share of about $D/H$, which is small already for $H\ll R$. At $R=R_c$ this energy is $8.45\times10^4$ eV, while $k_BT=0.0388$ eV. Their ratio is about two million.

This does not settle the case of a hanging sphere, because gravity helps it to escape. At gap $s$ the attraction is $F(D/s)^2$. It equals the weight $M$ at

$$s_*=D\sqrt{F/M}=D\,\frac{R_c}{R}.$$

This uses the close-gap force, so it needs $s_*\ll R$, that is $R\gg\sqrt{R_cD}\approx0.5$ µm. For smaller spheres $s_*$ is overestimated, though the barrier, then close to $FD$, changes by only a few per cent down to $R=0.1$ µm. Beyond $s_*$ the sphere falls unaided. The barrier is the work against attraction up to $s_*$, less the work done by gravity:

$$\Delta=FD^2\left(\frac1D-\frac1{s_*}\right)-M(s_*-D).$$

Write $q=R/R_c$, so that $s_*=D/q$ and $M=q^2F$. Then

$$\Delta=FD(1-q)-q^2FD\left(\frac1q-1\right)=FD(1-2q+q^2)=FD(1-q)^2 .$$

The barrier vanishes at the crossover, as it must. Near it, $\Delta=k_BT$ when

$$1-q=\sqrt{\frac{0.0388}{8.45\times10^4}}\approx7\times10^{-4}.$$

A barrier of $40k_BT$ needs $1-q\approx0.4\%$. In this model heat therefore blurs the crossover radius by well under one per cent.

## (f) One asperity

**Question.** One surface now carries a bump: a sphere of radius $r=100$ nm, half sunk in the surface, which makes the contact. Estimate the new crossover radius.

**Answer.** The bump touches the opposite particle at gap $D$, and the two large bodies are held apart by $D+r$. Apply the result of (b) to each pair:

$$F_{\rm rough}\simeq\frac{A}{6D^2}\frac{rR}{r+R}+\frac{AR}{12(D+r)^2}.$$

The sunken half of the bump is counted twice, but it lies at distances of at least $r$. Its contribution is smaller than the first term by a factor of order $(D/r)^2$.

At the old crossover, $R=650$ µm, the first term is 0.0104 µN and the second 0.0005 µN. The sum, 0.0110 µN, is about 3100 times smaller than the smooth-contact force. The bump has replaced a contact of effective radius $R/2$ by one of effective radius close to $r$.

To find the new crossover, keep the first term and use $r\ll R$:

$$\frac{Ar}{6D^2}=\frac43\pi R^3\rho g
\quad\Longrightarrow\quad
R^3=\frac{Ar}{8\pi\rho gD^2}=2rR_c^2 .$$

The last equality follows from $A/(16\pi\rho gD^2)=R_c^2$. With lengths in µm,

$$R_{\rm rough}\simeq(2\times0.100\times650.1^2)^{1/3}=43.9\ \mu\text{m}.$$

Solving with both terms also gives 43.9 µm. The third digit is not secure: the close-gap formula for the bump has a relative error of order $D/r=0.4\%$, as large as the second term, and the pair sum over the actual shape gives 43.8 µm. The force no longer grows with particle size in this regime, so the ratio of force to weight varies as $R^{-3}$ instead of $R^{-2}$.

The estimate requires $D\ll r\ll R$, one contacting bump and a small second term. When $D\ll r\ll R$, the second term divided by the first is $RD^2/(2r^3)$, which is about 0.35% at the new crossover. Three equal bumps in contact would triple the leading force and raise the radius by $3^{1/3}$, to about 63 µm. As $r$ shrinks at fixed $R$, the second term takes over near $r=(RD^2/2)^{1/3}$. For $R=44$ µm this is about 15 nm, still far above $D$. The second term acts across a gap of about $r$, where retardation (see (g)) weakens it. For an alumina-like dielectric response it falls to about half at 15 nm and about a tenth at 100 nm, which moves the takeover to about 12 nm. In this continuum model the smooth result is approached only when $r$ falls well below $D$. Such a bump would be smaller than an atom, so this limit is a formal one.

## (g) Other neglected effects

**Question.** For smooth spheres of radius $R_c$, estimate the effects of retardation, elastic flattening, a water bridge and surface charge. Use $E^*=100$ GPa for the reduced elastic modulus, $\gamma=70$ mN/m for the surface tension of water and 0.03 MV/cm for the breakdown field of air at atmospheric pressure. All three are rough values.

**Answer.**

*Retardation.* The finite speed of light weakens dispersion forces at large separations. By (b), gaps above 10 nm supply only $(0.40/10)^2=0.16\%$ of the force. This share is not a bound on the loss, because retardation sets in gradually. A Lifshitz calculation with a two-oscillator dielectric function for alumina lowers $|W(h)|$ by about 40% at 10 nm, 9% at 2 nm and 1% at 0.40 nm. Since $F\propto W(D)$, the force falls by about 1% and $R_c$ by about half a per cent, a small change.

*Elastic flattening.* Hertz contact theory, taken here as known, gives a contact radius $a$ and an approach $\delta$ under a load $F$:

$$a^3=\frac{3FR_e}{4E^*},\qquad \delta=\frac{a^2}{R_e}.$$

Consider the pair without gravity, so that the attraction alone presses the spheres together. With $R_e=R_c/2$ and $F=33.9$ µN, $\delta=0.58$ nm. This exceeds the gap, so the spheres are not rigid on the scale that matters.

The Johnson–Kendall–Roberts theory describes the soft-contact limit. With work of adhesion $w=|W(D)|=16.6$ mJ/m², its load curve, also taken as known, is

$$P(a)=\frac{4E^*a^3}{3R_e}-\sqrt{8\pi wE^*a^3},$$

where negative $P$ is a pull. Put $y=a^{3/2}$. The curve becomes $\alpha y^2-\beta y$, with $\alpha=4E^*/(3R_e)$ and $\beta^2=8\pi wE^*$. Its minimum lies at $y=\beta/(2\alpha)$ and equals

$$-\frac{\beta^2}{4\alpha}=-8\pi wE^*\cdot\frac{3R_e}{16E^*}=-\frac32\pi wR_e .$$

The modulus cancels. The rigid result is $2\pi wR_e$, so in the soft limit the pull-off force is three quarters of the rigid one. Since $R_c^2$ is proportional to the force coefficient, the crossover becomes $\sqrt{0.75}\times650=563$ µm. The soft limit thus lowers the radius by 13%. It is not fully reached here: the Tabor parameter $[R_ew^2/(E^{*2}D^3)]^{1/3}$ is about 0.5, between the rigid limit (below about 0.1) and the soft one (above about 5). The elastic estimate therefore lies between 563 and 650 µm.

*Water bridge.* In humid air, water may fill the narrow gap out to a distance $x$ from the axis. Neglecting $D$, the gap there is $x^2/R$. If water wets the surfaces fully, the meniscus is a half-circle of radius $m$ with $2m=x^2/R$. The pressure inside is lower by $\gamma/m$, the second curvature being small when $m\ll x$. The wetted area is $\pi x^2=2\pi Rm$, so

$$F_{\rm water}=\frac{\gamma}{m}\,2\pi Rm=2\pi R\gamma .$$

The size of the bridge cancels as long as $2m\gg D$. At $R_c$ this force is 286 µN, 8.4 times the van der Waals force. Keeping $D$ in the gap multiplies it by $1-D/(2m)$, so the very thin bridges formed in drier air pull less. The Kelvin equation gives $2m\gg D$ only near saturation. At 50% relative humidity and room temperature $2m$ is about $4D$ and the ratio drops from 8.4 to about 6, with a meniscus so small that the continuum picture is itself rough. Liquid water is absent at 450 K when the partial pressure of water vapour is only of order a Torr, far below saturation. The bridge therefore concerns storage and loading, not the hot reactor.

*Charge.* A uniformly charged sphere has surface field $E$ when $Q=4\pi\epsilon_0R^2E$. Two such spheres in contact have centres $2R$ apart. If their polarization is neglected,

$$F_Q=\frac{Q^2}{4\pi\epsilon_0(2R)^2}=\pi\epsilon_0R^2E^2 .$$

At the stated field this is 106 µN, 3.1 times the van der Waals force. In this estimate like charges repel and opposite charges attract. A real oxide also polarizes, most strongly near the contact. This strengthens the attraction between opposite charges and can even make unequal like charges attract. The value is an example at the stated field. The output labels it a ceiling, but it is one only without polarization and for surface fields up to that value. The stated field applies to wide, nearly uniform gaps. Around a small sphere the field falls off within a distance of about $R$, so breakdown needs a higher surface field, which also depends on gas pressure. At fixed field $F_Q/F\propto R$, which would leave about 5% for a smooth 10 µm sphere. Since a smaller sphere can hold a stronger field, this does not show that charge is negligible for fine powder; the actual charge must be known.

## (h) Judgement for a real powder

**Question.** Should an engineer take 0.65 mm as the radius below which an oxide powder becomes cohesive?

**Answer.** No. The chosen parameters are in the rough range of dense oxides. For alumina one might take a density near 4000 kg/m³ and a Hamaker constant near $1.5\times10^{-19}$ J, both rough. At the same gap these multiply $R_c$ by $\sqrt{1.5\times3000/4000}\approx1.06$, a minor change. A much more serious assumption is smoothness over the contact region. For the ideal crossover sphere this region has a radius of order $\sqrt{R_cD}\approx0.5$ µm, and the surface would have to be smooth there to a fraction of a nanometre. A single 100 nm bump moves the estimate from 650 to 44 µm.

The comparison with weight is relevant to a fluidized bed because the upward gas drag on a suspended particle is about equal to its weight. If adhesion greatly exceeds weight, drag of that size cannot pull a pair apart, and clusters are to be expected unless collisions, vibration or stirring supply larger forces. For dry, weakly charged particles with bumps near 100 nm, the rough-contact radius of some tens of µm is the better first guide to where adhesion equals weight. The condition on charge is strict: at $R=44$ µm and a surface field of 0.03 MV/cm, the estimate $F_Q$ of (g) would be about 47 times the attraction of the bump. The rough-contact radius is also not the size at which fluidization fails: somewhat finer powders may still fluidize, depending on gas flow and collisions. The radius should be recalculated for the measured roughness, since it varies as $r^{1/3}$ while the bump term of (f) dominates. The numerical output below lists the main values used in these estimates.

## Calculated quantities

```
INPUTS
Hamaker constant: 1.0e-19 J = 0.6242 eV
surface gap: 0.40 nm
density: 3000 kg/m^3
standard gravity: 9.80665 m/s^2
IDEAL SMOOTH CONTACT
crossover radius, formula: 650.11 um = 0.6501 mm
crossover radius, pair sum: 650.11 um
crossover diameter: 1300.2 um
attraction at crossover: 33.860 uN
weight at crossover: 33.860 uN
crossover radius at doubled gap: 325.05 um
small-particle radius: 10.0 um
its attraction/weight, pair sum: 4226.0
CLOSE-GAP CHECK
D/R = 0.100: full sum/close formula = 0.82221
D/R = 0.010: full sum/close formula = 0.98024
D/R = 0.001: full sum/close formula = 0.99800
relative error divided by D/R: 1.997
estimated relative error at crossover: 1.23e-06
NEGLECTED EFFECTS
asperity radius: 100 nm
rough attraction at ideal radius: 0.01095 uN
smooth/rough attraction there: 3091
rough-contact crossover radius: 43.90 um
retardation threshold gap: 10 nm
force share from wider gaps: 0.160 percent
rough reduced elastic modulus: 100 GPa
work of adhesion: 16.58 mJ/m^2
Hertz flattening depth: 0.583 nm
soft/rigid pull-off force: 0.7500
soft-contact crossover radius: 563.0 um
rough water surface tension: 70 mN/m
water-bridge force: 285.9 uN
water-bridge/van der Waals force: 8.44
rough air-breakdown field: 0.030 MV/cm
charge-force ceiling: 105.8 uN
charge ceiling/van der Waals force: 3.12
temperature of use: 450 K
thermal energy: 0.0388 eV
contact energy at crossover: 8.453e+04 eV
```
